The magic field of the rubidium-87 clock transition near 3.23 G

**Question**

I am trying to understand the ground-state transition of rubidium-87 from F = 1, m = −1 to F = 2, m = +1. I have been told that near 3.23 G its frequency does not depend on the magnetic field to first order, and I need both that field and the curvature there.

My attempt uses the usual weak-field g factors. With g_F = −1/2 for F = 1 and g_F = +1/2 for F = 2, the product g_F m is +1/2 for both states. The linear Zeeman shifts therefore cancel, and what remains should be quadratic in B. But then the insensitive point is B = 0, not 3.23 G. If I keep more digits in the electron g factor, both slopes change together and the minimum stays at zero.

What moves the minimum to a finite field, and how do I calculate its position and curvature properly?

**Answer**

Your cancellation is right for the electron's moment, but you have left out the nuclear moment. Its g factor, in the same units, is about two thousand times smaller than the electron's, yet the linear shifts it causes do not cancel between these two states. The quadratic shift is also small at a few gauss, so the two can balance. The Breit-Rabi problem contains both effects, and it is short enough to solve from the start.

**Hamiltonian and signs**

The ground level has J = 1/2 and I = 3/2. For an isolated atom in a static, uniform field B along z, take

H = hA I·J + μB B (gJ Jz + gI Iz),

where I and J are dimensionless and μB is the Bohr magneton. Mixing with other electronic levels and the diamagnetic energy are neglected.

In this convention the nuclear moment is −gI μB I. The moment of rubidium-87 points along its spin, so gI is negative. If your data use the opposite sign convention, reverse gI before using the formulas below.

At zero field,

I·J = [F(F+1) − I(I+1) − J(J+1)]/2.

This equals (6 − 15/4 − 3/4)/2 = 3/4 for F = 2 and (2 − 15/4 − 3/4)/2 = −5/4 for F = 1. The levels are therefore separated by 2hA, and the zero-field hyperfine frequency is ν_hfs = 2A.

**The two-state problem for each m**

H conserves m = mI + mJ, because the field terms are diagonal in the basis |mI, mJ⟩ and

I·J = Iz Jz + (I₊J₋ + I₋J₊)/2

only exchanges units of angular momentum between nucleus and electron. For m = −1, 0 or 1 there are two basis states:

|a⟩ = |m − 1/2, +1/2⟩,  |b⟩ = |m + 1/2, −1/2⟩.

The diagonal elements are

H_aa/h = (A/2)(m − 1/2) + (μB B/h)[gJ/2 + gI(m − 1/2)]

H_bb/h = −(A/2)(m + 1/2) + (μB B/h)[−gJ/2 + gI(m + 1/2)].

For the coupling, J₋ takes mJ = +1/2 to −1/2 with factor 1, and I₊ supplies the usual ladder factor:

H_ab/h = (A/2)√[15/4 − (m − 1/2)(m + 1/2)]
 = (A/2)√(4 − m²).

A symmetric 2×2 matrix has eigenvalues equal to its mean diagonal element plus or minus √(D² + C²), where D is half the difference of the diagonal elements and C is the coupling. Here the mean is

(H_aa + H_bb)/(2h) = −A/4 + gI μB m B/h.

To simplify D and C, define the dimensionless field

x = (gJ − gI) μB B/(h ν_hfs).

Using A = ν_hfs/2,

D = (H_aa − H_bb)/(2h)
 = Am/2 + (gJ − gI) μB B/(2h)
 = (ν_hfs/2)(x + m/2)

C = (ν_hfs/4)√(4 − m²) = (ν_hfs/2)√(1 − m²/4).

In D² + C² the terms in m²/4 cancel, leaving

E/h = −ν_hfs/8 + gI μB m B/h ± (ν_hfs/2)√(1 + mx + x²).

This is the Breit-Rabi formula for these levels. For m = ±1 the quantity under the root is (x ± 1/2)² + 3/4, which never vanishes. The two roots therefore never meet: the upper one connects to F = 2 at zero field and the lower one to F = 1. At finite field F is a label for this connection, since the field mixes the two values of F.

**What is missing from the g_F argument**

Near x = 0, √(1 + mx + x²) begins as 1 + mx/2. The slopes of the two energies at zero field are therefore

F = 2, m = +1:
dE/dB = μB[gI + (gJ − gI)/4] = μB(gJ + 3gI)/4

F = 1, m = −1:
dE/dB = μB[−gI + (gJ − gI)/4] = μB(gJ − 5gI)/4.

In the second line, the minus sign of the lower root and the minus sign of m combine to make the electronic term positive. The electronic parts are equal, as you found, for any value of gJ. The nuclear parts differ, and the difference of the two slopes is

μB(gJ + 3gI)/4 − μB(gJ − 5gI)/4 = 2gI μB.

Since gI is negative, the transition frequency initially falls as the field increases. It has a minimum where the positive quadratic shift has built up enough slope to cancel this fall.

**One minimum for B > 0**

Write ν for the transition frequency. Subtracting the lower energy from the upper gives

ν = 2gI μB B/h + (ν_hfs/2)[√(1 + x + x²) + √(1 − x + x²)].

With ε = gI/(gJ − gI), the definition of x gives gI μB B/h = ε x ν_hfs. Hence

ν/ν_hfs = 2εx + f(x),

f(x) = ½[√(1 + x + x²) + √(1 − x + x²)].

A stationary point requires f′(x) = −2ε. To count the solutions, take one root √q, with q = 1 + sx + x² and s = ±1. Its derivatives are

d√q/dx = (2x + s)/(2√q)

d²√q/dx² = 1/√q − (2x + s)²/(4q^(3/2))
 = [4q − (2x + s)²]/(4q^(3/2))
 = 3/(4q^(3/2)).

The last step uses 4q − (2x + s)² = 4 − s² = 3. Averaging over the two signs,

f″(x) = (3/8)[(1 + x + x²)^(−3/2) + (1 − x + x²)^(−3/2)] > 0.

So f′ increases steadily. It starts at f′(0) = ½(½ − ½) = 0 and tends to 1 at large x. For rubidium-87, −2ε is positive and about 0.001, so it is crossed once for B > 0. Because f″ is positive, the crossing is a minimum of ν.

The upper limit also has a simple meaning. In a strong field the two states approach (mI, mJ) = (+1/2, +1/2) and (−1/2, −1/2). The slope of the transition then tends to (gJ + gI)μB/h, so no second insensitive point appears at high field within this model.

**Position and curvature**

The solution lies at small x, so expand the roots. With u = sx + x²,

√(1 + u) = 1 + u/2 − u²/8 + u³/16 − 5u⁴/128 + … .

Odd powers of x carry a factor s and cancel in the average over s = ±1. The even parts through x⁴ are x² from u, x² + x⁴ from u², 3x⁴ from u³ and x⁴ from u⁴. Therefore

f = 1 + x²/2 − (x² + x⁴)/8 + 3x⁴/16 − 5x⁴/128 + …
 = 1 + 3x²/8 + 3x⁴/128 + … .

The stationary condition becomes

2ε + 3x/4 + 3x³/32 + … = 0.

Keeping the first two terms gives x = a, with a = −8ε/3. To find the correction, multiply the condition by 4/3 and rearrange it as x = a − x³/8 − … . Inserting x = a on the right gives

x0 = a(1 − a²/8 + …).

Now convert to field units. Let x = kB, with

k = (gJ − gI) μB/(h ν_hfs).

To leading order in x0, the magic field is

B0 = −8ε/(3k) = −(8/3) gI h ν_hfs/[(gJ − gI)² μB].

It contains gI as a factor, so it goes to zero when the nuclear Zeeman term is removed. That is the minimum at B = 0 you obtained.

By curvature I mean the second derivative. Since each derivative with respect to B supplies a factor k,

d²ν/dB² = k² ν_hfs f″(x0)
 = (3/4)k² ν_hfs(1 + 3x0²/8 + …).

The frequency near the minimum is consequently

ν(B) ≈ ν(B0) + ½(d²ν/dB²)(B − B0)².

The coefficient multiplying (B − B0)² is half the second derivative, so check which of the two a quoted "curvature" refers to.

The depth of the minimum follows by inserting x = a:

[ν(B0) − ν_hfs]/ν_hfs ≈ 2εa + 3a²/8
 = −16ε²/3 + 8ε²/3
 = −8ε²/3.

**Where the quadratic shift comes from**

The field mixes states of the same m but different F. Within one block Iz = m − Jz, so the part of the Zeeman energy that can connect the two zero-field eigenstates is (gJ − gI)μB B Jz.

In the basis |a⟩, |b⟩, Jz is half the Pauli matrix σz. At zero field, the matrix with diagonal half-difference D and coupling C has its eigenstates along the direction (C, D)/√(C² + D²), which is (√(1 − m²/4), m/2). The matrix element of Jz between them has magnitude ½√(1 − m²/4), or √3/4 for m = ±1.

Second-order perturbation theory then moves each level by

(3/16)[(gJ − gI)μB B]²/(h ν_hfs) = (3/16)x² h ν_hfs.

The upper state, F = 2, m = +1, is pushed up by F = 1, m = +1. The lower state, F = 1, m = −1, is pushed down by F = 2, m = −1. The separation grows by twice the individual shift, which reproduces the term 3x²/8 in f.

**Numbers for rubidium-87**

The measured atomic data used as inputs are

ν_hfs = 6834.682611 MHz
gJ = 2.002331
gI = −0.000995141,

together with μB/h = 1.399624 MHz/G. First, gJ − gI = 2.003326, which gives

k = 2.003326 × 1.399624/6834.682611 = 4.102465 × 10⁻⁴ G⁻¹

ε = −0.000995141/2.003326 = −4.967444 × 10⁻⁴

a = −8ε/3 = 1.324652 × 10⁻³.

The magic field is

B0 = 1.324652 × 10⁻³/(4.102465 × 10⁻⁴ G⁻¹)
 = **3.229 G**, or 0.3229 mT.

The second derivative is

d²ν/dB² = 0.75 × (4.102465 × 10⁻⁴ G⁻¹)² × 6.834682611 × 10⁹ Hz
 = **862.7 Hz/G²**, or 8.627 × 10⁴ Hz/mT².

The coefficient of (B − B0)² is half of this, 431.4 Hz/G².

The small-x formulas are ample here. Relative to the leading expression, the first correction to B0 is −a²/8 = −2.2 × 10⁻⁷. The correction to the curvature is 3x0²/8 = 6.6 × 10⁻⁷. An error in gI matters more: at fixed gJ, a relative error of 10⁻⁴ in gI changes B0 by nearly the same fraction, or about 0.3 mG.

At the minimum, the transition lies below the zero-field hyperfine frequency by

(8/3) × (4.967444 × 10⁻⁴)² × 6.834682611 × 10⁹ Hz = 4497 Hz,

so ν(B0) = 6834.678114 MHz. Evaluating the square-root expression for ν at a few fields shows the shape of the curve:

B = 0 G: ν − ν_hfs = 0 Hz
B = 1 G: −2354 Hz
B = 2 G: −3846 Hz
B = 3 G: −4475 Hz
B = 4 G: −4241 Hz
B = 5 G: −3144 Hz
B = 6 G: −1185 Hz

To the accuracy of the quadratic form, the curve is symmetric about B0 and returns to ν_hfs at 2B0, about 6.46 G.

**What first-order insensitivity means**

The individual energies are not stationary at B0. From the zero-field slopes above, the upper level starts at 0.6996 MHz/G and the lower at 0.7024 MHz/G. The quadratic shifts raise the first slope and lower the second by 0.0014 MHz/G each at B0, so both become 0.7010 MHz/G. A field error of 1 mG moves each level by about 700 Hz, but the two move together.

The change in their separation for a 1 mG error at B0 is

½ × 862.7 Hz/G² × (10⁻³ G)² = 4.3 × 10⁻⁴ Hz.

At zero field the transition has the slope

2gI μB/h = −2 × 0.000995141 × 1.399624 MHz/G = −2786 Hz/G,

so the same 1 mG changes the frequency by −2.79 Hz. The advantage of B0 is the removal of this linear response. The curvature is nearly the same at both fields.

For slow fluctuations δB about a mean field exactly at B0, the average frequency shift is

½(d²ν/dB²)⟨δB²⟩.

This is positive whatever the sign of the individual fluctuations, because B0 is a minimum. Noise therefore still produces a second-order offset, as does a spread of field values across a sample.

**Conditions to keep in mind**

The number m refers to the direction of B. If a slowly varying transverse field b⊥ is added and the atomic states follow the total field, the energies depend on its magnitude,

|B| = √(B0² + b⊥²) ≈ B0 + b⊥²/(2B0).

The transverse part then enters |B| only at second order, and at B0 it shifts the static transition frequency only at fourth order in b⊥. This covers the instantaneous energies, not the geometric phase. If b⊥ rotates about z at frequency f, the field direction sweeps a solid angle 2π(1 − B0/|B|) per turn, and a state that follows it acquires a phase of m times this angle. Because the two states differ by Δm = 2, the observed transition shifts by 2f(1 − B0/|B|) ≈ f b⊥²/B0², with a sign set by the sense of rotation. For b⊥ = 10 mG and f = 50 Hz this is 4.8 × 10⁻⁴ Hz, against 1.0 × 10⁻⁷ Hz from the change in |B|. If the direction changes too quickly for the states to follow, the static levels used here no longer describe the atom.

The two signs of m cannot be exchanged. For the mirror transition, from F = 1, m = +1 to F = 2, m = −1, the nuclear term changes sign while f(x) stays the same:

ν_mirror/ν_hfs = −2εx + f(x).

Both terms now have a positive slope for B > 0, so there is no minimum there. At B0, where f′ = −2ε, the two contributions are equal and add to −4gI μB/h = 5571 Hz/G.

Finally, B0 belongs to the Hamiltonian written at the start. Suppose light or collisions add a shift to the transition whose slope with field is σ, approximately constant near B0. The new stationary condition is

(d²ν/dB²)(B − B0) + σ = 0,

so the minimum moves by −σ/(d²ν/dB²). A slope of +1 Hz/G would move it down by 1/862.7 G, about 1.2 mG. A shift independent of B changes the frequency at the minimum but leaves the magic field where it is.
